\section*{Band Offsets from Thin Silicon Slabs: Confinement and Electrostatic Alignment}

\section{Two ways to read an offset}

\textbf{Q.} I calculate a silicon slab between thick oxide layers and read the offsets from the slab's highest filled and lowest empty levels. They change with slab thickness. Has the interface changed?

\textbf{A.} Not necessarily. Provided the interface has no defect states in the gap, those levels are standing waves, and the barriers confine them. Confinement lowers the highest valence level and raises the lowest conduction level. Let the barrier (B) have the wider gap, with its valence edge below and its conduction edge above those of the slab (A). Both slab levels then move towards the barrier edges, so both offsets shrink. What you read is a true property of the thin film, but it is not the offset between thick layers.

\textbf{Q.} How do I obtain the thick-layer offset from the same slab?

\textbf{A.} Use the slab calculation for the electrostatic potential and bulk calculations for the band edges. Let $V(z)$ be the electron's potential energy averaged over the interface plane, and $\bar V$ its further average over one lattice period. If the periods of A and B differ, average over each in turn, since one window does not remove the other oscillation. Let $e_v$ and $e_c$ be bulk edges measured from $\bar V$ in the same bulk. With offsets counted positive,
\begin{align}
\Delta E_v&=(\bar V_A+e_{vA})-(\bar V_B+e_{vB}),\\
\Delta E_c&=(\bar V_B+e_{cB})-(\bar V_A+e_{cA}).
\end{align}
Here $\bar V_A$ and $\bar V_B$ are plateau values at the layer centres. If confinement moves the slab levels by positive energies $s_v$ and $s_c$, the levels lie at $\bar V_A+e_{vA}-s_v$ and $\bar V_A+e_{cA}+s_c$. Putting these in place of the bulk slab edges gives
\begin{equation}
\Delta E_v^{\rm dir}=\Delta E_v-s_v,\qquad
\Delta E_c^{\rm dir}=\Delta E_c-s_c .
\end{equation}
The slab gap exceeds the bulk gap by $s_v+s_c$. I keep the bulk-aligned barrier edges in both readings; otherwise confinement in the barrier would enter as well.

\section{The potential step}

\textbf{Q.} The potential comes from the same confined electrons. Why should it be any better than the levels?

\textbf{A.} It depends on the total density, not on one level. In an ordinary mean-field insulator such as silicon, the filled states can be recombined into orbitals localized near individual cells without changing the density. An orbital well inside the slab hardly senses the interface, whereas the top level extends from wall to wall.

The step follows from Poisson's equation. In Hartree atomic units, with electron density $n$ and a uniform positive background $n_0$, the Hartree potential energy obeys
\begin{equation}
V_H''(z)=-4\pi[n(z)-n_0].
\end{equation}
The minus sign makes an excess of electrons repulsive. Period averaging commutes with differentiation, so $\bar V_H$ and $\bar n$ obey the same equation. Let slab and barrier repeat periodically, as in the usual supercell, with a mirror plane at the centre of each layer. Put $z=0$ at the slab centre, where mirror symmetry gives $\bar V_H'(0)=0$. Integrating twice up to the barrier centre $z_B$,
\begin{align}
\bar V_H(z_B)-\bar V_H(0)
&=-4\pi\int_0^{z_B}\!dz\int_0^z\!dz'\,[\bar n(z')-n_0]\nonumber\\
&=-4\pi\int_0^{z_B}(z_B-z')[\bar n(z')-n_0]\,dz' .
\end{align}
The second line exchanges the integrals: a given $z'$ contributes for all $z$ from $z'$ to $z_B$. Symmetry also gives $\bar V_H'(z_B)=0$, so the total excess charge in this half vanishes. The term in $z_B$ drops out, leaving the interface dipole,
\begin{equation}
\bar V_H(z_B)-\bar V_H(0)=4\pi\int_0^{z_B}z\,[\bar n(z)-n_0]\,dz .
\end{equation}

\textbf{Q.} Can you show this in a case where the density really responds?

\textbf{A.} Take a one-dimensional self-consistent Hartree model with round parameters. It is not a calculation of Si/SiO$_2$: it omits in-plane dispersion, exchange, correlation and atomic relaxation. Both materials have a period of 5 bohr and one filled band, with $0.025$ electrons per bohr$^2$ in each filled state. The external potentials are cosines of amplitude $0.2$ hartree in A and $0.4$ hartree in B, and the mean in B is raised by $0.02$ hartree. The barrier has 12 cells.

For a 16-cell slab the Hartree step is $-0.00249$ hartree, and the charge integral gives the same value. This is not only a response to the imposed step. With the means of A and B left equal, the different cosines alone give a Hartree step of $+0.00264$ hartree. Raising B by $0.02$ hartree changes it by $-0.00513$ hartree: electrons move towards the slab and oppose the imposed step. The total is $0.02-0.00249=0.01751$ hartree. With the bulk edges,
\begin{align}
\Delta E_v&=0.10541-(-0.00204)-0.01751=0.08994\ \text{hartree},\\
\Delta E_c&=0.01751+0.35510-0.27968=0.09293\ \text{hartree}.
\end{align}
Their sum, $0.18287$ hartree, is the difference of the bulk gaps, as it must be because $\bar V$ cancels from the sum.

\section{The confinement energy}

\textbf{Q.} How large should the shift be for a slab of thickness $L$?

\textbf{A.} Treat the level as an envelope $F$ in a finite well. Measure energy from the bulk slab edge towards the barrier edge, upwards for electrons and downwards for holes, so that both masses are positive. The depth is the aligned offset $\Delta E$, and
\begin{equation}
-\frac12\frac{d}{dz}\left(\frac1m\frac{dF}{dz}\right)+U(z)F=sF,
\end{equation}
with $m=m_A$, $U=0$ in the slab and $m=m_B$, $U=\Delta E$ in the barrier. Integration across an interface shows that $F'/m$ is continuous, because $U$ and $F$ are finite; $F$ is continuous too. Define
\begin{equation}
k^2=2m_As,\qquad \kappa^2=2m_B(\Delta E-s).
\end{equation}
The first level is $F=\cos kz$ inside and $F=Ce^{-\kappa(z-L/2)}$ for $z>L/2$. At $z=L/2$,
\begin{equation}
\cos\frac{kL}{2}=C,\qquad
-\frac{k}{m_A}\sin\frac{kL}{2}=-\frac{\kappa}{m_B}C .
\end{equation}
Dividing the second condition by the first,
\begin{equation}
\frac{k}{m_A}\tan\frac{kL}{2}=\frac{\kappa}{m_B}.
\end{equation}
The second level has $F=\sin kz$ inside. The same division gives $-(k/m_A)\cot(kL/2)=\kappa/m_B$.

\textbf{Q.} What happens when the slab is thick, and when it is very thin?

\textbf{A.} For a thick slab $s\ll\Delta E$, so $\kappa\approx\kappa_0=\sqrt{2m_B\Delta E}$. Set $\delta=m_B/(m_A\kappa_0)$. The first-level condition becomes $\tan(kL/2)=1/(k\delta)$, or $\tan(\pi/2-kL/2)=k\delta$. For $k\delta\ll1$ the tangent equals its argument to leading order, hence
\begin{equation}
\frac{\pi}{2}-\frac{kL}{2}\approx k\delta,\qquad
k\approx\frac{\pi}{L+2\delta},\qquad
s\approx\frac{\pi^2}{2m_A(L+2\delta)^2}.
\end{equation}
Leakage widens the well by $\delta$ on each side. The shift approaches a $1/L^2$ law once $L\gg2\delta$. For the second level $\tan(kL/2)=-k\delta$, so $kL/2\approx\pi-k\delta$ and $k\approx2\pi/(L+2\delta)$: its shift is four times as large.

In the opposite limit $kL\ll1$, the tangent is $kL/2$. The condition becomes $k^2L/(2m_A)=sL=\kappa/m_B$. As $s\to\Delta E$, this gives $\kappa\approx m_B\Delta E\,L$, and therefore
\begin{equation}
\Delta E^{\rm dir}=\Delta E-s=\frac{\kappa^2}{2m_B}
\approx\frac{m_B(\Delta E\,L)^2}{2}.
\end{equation}
The direct offset of the model well collapses. A real slab of one or two cells is too thin for an envelope description, so this limit shows a trend, not a usable correction.

\textbf{Q.} Which masses do I put in?

\textbf{A.} Take $m_A$ from the bulk band curvature along the slab normal. For the barrier, the wave decays at an energy inside its gap, where the band-edge curvature may not give the right decay. The transfer matrix carries $(\psi,\psi')$ across one barrier period $a$. Its determinant is one because the Wronskian is constant, so its eigenvalues are $\lambda$ and $1/\lambda$. In the gap at the zone boundary $\lambda=-e^{\kappa_0a}$, and
\begin{equation}
\tfrac12\operatorname{Tr}M=\tfrac12(\lambda+\lambda^{-1})=-\cosh\kappa_0a,
\qquad m_B=\frac{\kappa_0^2}{2\Delta E}.
\end{equation}
This is evaluated at the bulk slab edge. It reproduces the decay there; using the same $m_B$ in the continuity of $F'/m$ remains an approximation.

For the valence band, $\kappa_0=0.2649$ bohr$^{-1}$ gives $m_B=0.2649^2/(2\times0.08994)=0.390$. With $m_A=0.2786$, $\delta=0.3902/(0.2786\times0.2649)=5.29$ bohr. At $L=80$ bohr,
\begin{equation}
s_v\approx\frac{\pi^2}{2(0.2786)(80+10.57)^2}=0.00216\ \text{hartree},
\end{equation}
which agrees with the full well equation to the digits shown.

\section{Comparing the two descriptions}

\textbf{Q.} Do the slab levels follow the well?

\textbf{A.} Here are the results, with energies in $10^{-3}$ hartree and $L$ in bohr. No well parameter was fitted to the slab levels.
\begin{center}
\begin{tabular}{lrrrrr}
Band & $L$ & Aligned & Direct & Shift & Well\\
\hline
Valence & 20 & 89.8 & 74.1 & 15.66 & 18.82\\
 & 40 & 89.9 & 83.7 & 6.25 & 6.92\\
 & 60 & 89.9 & 86.6 & 3.32 & 3.55\\
 & 80 & 89.9 & 87.9 & 2.05 & 2.16\\
Conduction & 20 & 93.1 & 68.0 & 25.06 & 24.76\\
 & 40 & 92.9 & 83.1 & 9.80 & 9.71\\
 & 60 & 92.9 & 87.7 & 5.18 & 5.13\\
 & 80 & 92.9 & 89.7 & 3.20 & 3.17
\end{tabular}
\end{center}
The aligned offsets have settled by 40 bohr, while the direct ones are still moving at 80 bohr. At 40 bohr the valence offset is 2.447 eV aligned and 2.277 eV direct; the conduction offset is 2.529 eV aligned and 2.262 eV direct.

Relative to the slab shift, the well is about 1\% low for conduction. For valence it is 20\% high at 20 bohr and 5\% high at 80 bohr.

\textbf{Q.} Why is the valence band worse? Would the barrier's band-edge mass help?

\textbf{A.} Convert each shift to an effective width $\pi/\sqrt{2m_As}$. At $L=40$ bohr, the slab shift gives 53.2 bohr and the well shift 50.6 bohr. At $L=80$ bohr they are 92.9 and 90.6 bohr. The well is therefore too narrow by 2.6 and 2.3 bohr. Part of this is the constant mass: the bulk band is not parabolic, and converting the slab shift to a wavevector with the actual band lowers its width by 1.5 bohr at $L=40$ bohr and 0.9 bohr at $L=80$ bohr. The remaining 1.1 and 1.4 bohr point to the interface, and the place where the crystal is cut does matter. In the slabs above, the interface lies at a maximum of the cosine. With 15 slab cells and 13 barrier cells it lies at a minimum, and the well is then too narrow by less than 1 bohr for both bands. The envelope condition knows the cut only through the well depth, which changes by about $0.0003$ hartree, too little to account for this. With the cut at the minimum the valence error is only slightly the larger, so most of the difference between the bands in the table belongs to that interface.

The band-edge mass, $0.747$, gives a valence shift of $0.00601$ hartree at 40 bohr. This is closer to the slab value, $0.00625$, than the $0.00692$ from the tunnelling mass. For conduction the order is reversed: $0.00937$ with the band-edge mass and $0.00971$ with the tunnelling mass, against $0.00980$. A correct decay constant thus does not guarantee the better shift. The spread between the two choices shows how sensitive the well is to the barrier mass. It does not bound the error: for conduction, both values lie below the slab shift.

\textbf{Q.} How do I know that the missing energy is confinement and not a poor potential alignment?

\textbf{A.} Suppose the step $\bar V_B-\bar V_A$ is wrong by $\eta$. Then $\Delta E_v$ changes by $-\eta$ and $\Delta E_c$ by $+\eta$, so their sum is unaffected. Confinement reduces both. An error in $\bar V_B$ cancels from the apparent shifts, because the barrier edge enters both readings; the shifts cannot reveal it, and it passes straight into the aligned offsets. An error in $\bar V_A$ would add the same energy to the apparent shifts of the first and second levels of one band. In the 80-bohr slab the second shift is instead 3.82 times the first for valence and 3.89 times for conduction, close to the thick-well ratio of four.

\section{Correcting a direct offset}

\textbf{Q.} If I have only the direct offset, can the well recover the bulk one?

\textbf{A.} Yes, within the accuracy of the well and its masses. Solve
\begin{equation}
\Delta E-s(\Delta E)=\Delta E^{\rm dir}
\end{equation}
at fixed $m_A$, $m_B$ and $L$. To see that there is one solution, write $s=\langle F|H|F\rangle$ with $F$ normalized. On differentiation, the terms from $dF$ combine to $s\,d\langle F|F\rangle=0$. What remains is the explicit change of $H$, which is unity in the barrier and zero in the slab:
\begin{equation}
\frac{ds}{d\Delta E}=\int_{\rm barrier}|F|^2\,dz=P_B,\qquad 0<P_B<1 .
\end{equation}
The left side of the offset equation therefore rises with slope $1-P_B>0$. It starts from zero, because $0<s<\Delta E$, and grows without bound, because $s$ stays below the hard-wall value $\pi^2/(2m_AL^2)$. Every positive direct offset has one solution.

At 40 bohr the inversion gives $0.0906$ hartree for valence and $0.0928$ hartree for conduction, against aligned values of $0.0899$ and $0.0929$. The valence error is 0.7\% of the offset but 11\% of the shift. This checks consistency; it is not an independent determination, since $m_B$ was evaluated using the aligned offset.

\textbf{Q.} What must I watch for in real silicon?

\textbf{A.} First, check that $\bar V$ has a flat plateau. A net field or overlapping interface regions leave no single $\bar V_A$. The average over one lattice period also assumes crystalline layers. An amorphous oxide has no such period, and a short average still fluctuates from place to place, so take $\bar V_B$ over a larger region of the oxide interior. Calculate the bulk edges at the same strain and with the same electronic approximation as the slab; alignment does not repair errors in either.

Second, silicon has six conduction valleys elongated along the cube axes. In a (001) slab, two have their heavy mass along the normal and four their light mass. Since the thick-slab shift falls as $m_A$ rises, the two heavy-mass valleys set the conduction edge in an unstrained slab. The valence bands couple to one another, but the effect depends on the slab normal. In a six-band effective-mass description of an unstrained (001) slab, the highest valence level decouples at zero in-plane wavevector, and the heavy-hole mass along the normal can serve. In a (110) slab the bands mix even there, and a single mass can fail badly. For the bulk offset, take the aligned value; use the well to check that the remaining difference has the size and thickness dependence of confinement. The numerical output gives the remaining values.

\section*{Table of computed values}
\begin{verbatim}
period 5.0 bohr; barrier 12 cells
external amplitudes A, B: 0.2, 0.4 hartree
external mean of B minus A: 0.02 hartree
electrons per filled state: 0.025 bohr^-2
interface switching width: 1.0 bohr
bulk A e_v, e_c, gap: 0.10541, 0.27968, 0.17427 hartree
bulk B e_v, e_c, gap: -0.00204, 0.35510, 0.35714 hartree
potential step B-A, 16 cells: 0.01751 hartree
its Hartree part: -0.00249 hartree
charge integral: -0.00249 hartree
valence: slab mass 0.2786 electron masses
  barrier band-edge mass 0.7471 electron masses
  barrier tunnelling mass 0.3902 electron masses
  barrier decay constant 0.2649 bohr^-1
  leakage length 5.286 bohr
  L=20 bohr: aligned 0.08978, direct 0.07412 hartree
    shift 0.01566, well 0.01882, hard wall 0.04428 hartree
  L=40 bohr: aligned 0.08994, direct 0.08369 hartree
    shift 0.00625, well 0.00692, hard wall 0.01107 hartree
  L=60 bohr: aligned 0.08994, direct 0.08662 hartree
    shift 0.00332, well 0.00355, hard wall 0.00492 hartree
  L=80 bohr: aligned 0.08994, direct 0.08789 hartree
    shift 0.00205, well 0.00216, hard wall 0.00277 hartree
  L=40 well with band-edge mass 0.00601 hartree
  L=40 barrier probability 0.0162
  L=40 offset by inversion 0.09061 hartree
  L=80 second shift 0.00785, well 0.00863 hartree
  L=80 second/first shift ratio 3.823
  L=80 thick-slab formula 0.00216 hartree
  L=40 aligned 2.447, direct 2.277, shift 0.170 eV
conduction: slab mass 0.1793 electron masses
  barrier band-edge mass 0.3048 electron masses
  barrier tunnelling mass 0.2606 electron masses
  barrier decay constant 0.2201 bohr^-1
  leakage length 6.603 bohr
  L=20 bohr: aligned 0.09308, direct 0.06802 hartree
    shift 0.02506, well 0.02476, hard wall 0.06880 hartree
  L=40 bohr: aligned 0.09293, direct 0.08313 hartree
    shift 0.00980, well 0.00971, hard wall 0.01720 hartree
  L=60 bohr: aligned 0.09293, direct 0.08774 hartree
    shift 0.00518, well 0.00513, hard wall 0.00764 hartree
  L=80 bohr: aligned 0.09293, direct 0.08973 hartree
    shift 0.00320, well 0.00317, hard wall 0.00430 hartree
  L=40 well with band-edge mass 0.00937 hartree
  L=40 barrier probability 0.0261
  L=40 offset by inversion 0.09283 hartree
  L=80 second shift 0.01243, well 0.01266 hartree
  L=80 second/first shift ratio 3.885
  L=80 thick-slab formula 0.00317 hartree
  L=40 aligned 2.529, direct 2.262, shift 0.267 eV
\end{verbatim}
